# Isotropic Moduli from the Elastic Tensor of One Amorphous Cell: verification in Python

```python
"""
Result under test: the orthogonal projection of an elastic tensor C_ijkl onto
the isotropic tensors, with the inner product over all 81 components, gives
the Voigt moduli
    K_V = [C11+C22+C33 + 2(C12+C13+C23)] / 9
    G_V = [C11+C22+C33 - (C12+C13+C23) + 3(C44+C55+C66)] / 15
in every orientation of the cell.
Symbols: K bulk modulus, G shear modulus, V Voigt (from stiffness), R Reuss
(from compliance), M the 6x6 matrix of C in an orthonormal basis of symmetric
tensors, h the unit trace direction, P the projector on deviatoric strains,
D the anisotropic remainder of M.  Moduli and stresses are in GPa.
"""
import numpy as np
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
I3 = np.eye(3)
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]

# orthonormal basis of symmetric 3x3 tensors
BASIS = np.zeros((6, 3, 3))
for a, (i, j) in enumerate(PAIRS):
    BASIS[a, i, j] = BASIS[a, j, i] = 1.0 if i == j else 1 / np.sqrt(2)
h = np.array([1, 1, 1, 0, 0, 0]) / np.sqrt(3)
P = np.eye(6) - np.outer(h, h)


def tensor_from_voigt(c):
    t = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(PAIRS):
        for b, (k, l) in enumerate(PAIRS):
            t[i, j, k, l] = t[j, i, k, l] = c[a, b]
            t[i, j, l, k] = t[j, i, l, k] = c[a, b]
    return t


def voigt_from_tensor(t):
    return np.array([[t[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])


def orthonormal_matrix(t):
    return np.einsum('aij,ijkl,bkl->ab', BASIS, t, BASIS)


def rotate(t, r):
    return np.einsum('ia,jb,kc,ld,abcd->ijkl', r, r, r, r, t, optimize=True)


def voigt_moduli(c):
    normal = c[0, 0] + c[1, 1] + c[2, 2]
    cross = c[0, 1] + c[0, 2] + c[1, 2]
    shear = c[3, 3] + c[4, 4] + c[5, 5]
    return np.array([(normal + 2 * cross) / 9,
                     (normal - cross + 3 * shear) / 15])


def matrix_moduli(m):
    return np.array([h @ m @ h / 3, np.trace(P @ m) / 10])


def reuss_moduli(m):
    s = np.linalg.inv(m)
    return np.array([1 / (3 * h @ s @ h), 5 / (2 * np.trace(P @ s))])


# isotropic tensors multiplying K and G
DD = np.einsum('ij,kl->ijkl', I3, I3)
SHEAR = (np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3)
         - 2 / 3 * DD)
FULL_DESIGN = np.column_stack([DD.ravel(), SHEAR.ravel()])
PLAIN_DESIGN = np.column_stack([voigt_from_tensor(DD).ravel(),
                                voigt_from_tensor(SHEAR).ravel()])


def full_fit(t):
    return np.linalg.lstsq(FULL_DESIGN, t.ravel(), rcond=None)[0]


def plain_fit(t):
    return np.linalg.lstsq(PLAIN_DESIGN, voigt_from_tensor(t).ravel(),
                           rcond=None)[0]


# chosen constants of one cell, GPa
upper = np.array([
    [14.6, 6.9, 6.3, 0.2, -0.3, 0.1],
    [0.0, 13.5, 6.5, -0.1, 0.2, 0.3],
    [0.0, 0.0, 14.2, 0.1, -0.2, -0.2],
    [0.0, 0.0, 0.0, 3.3, 0.1, -0.1],
    [0.0, 0.0, 0.0, 0.0, 3.6, 0.2],
    [0.0, 0.0, 0.0, 0.0, 0.0, 3.5]])
C_voigt = upper + np.triu(upper, 1).T
C = tensor_from_voigt(C_voigt)
M = orthonormal_matrix(C)
eigenvalues = np.linalg.eigvalsh(M)
assert eigenvalues[0] > 0
K_V, G_V = voigt_moduli(C_voigt)

# the rotation-invariant matrices: count solutions of [generator, X] = 0
rows = []
for axis in range(3):
    w = np.cross(I3, I3[axis])
    action = np.array([w @ b - b @ w for b in BASIS])
    gen = np.einsum('aij,bij->ab', BASIS, action)
    rows.append(np.kron(gen, np.eye(6)) - np.kron(np.eye(6), gen.T))
invariant_dimension = 36 - np.linalg.matrix_rank(np.vstack(rows), tol=1e-10)
assert invariant_dimension == 2

# least-squares fits in many frames against the Voigt formulas
rotations = Rotation.random(400, random_state=11).as_matrix()
full_fits, plain_fits, mean_shears = [], [], []
for r in rotations:
    turned = rotate(C, r)
    full_fits.append(full_fit(turned))
    plain_fits.append(plain_fit(turned))
    mean_shears.append(np.mean(np.diag(voigt_from_tensor(turned))[3:]))
full_fits, plain_fits = np.array(full_fits), np.array(plain_fits)
mean_shears = np.array(mean_shears)
frame_error = np.max(np.abs(full_fits - [K_V, G_V]))
assert frame_error < 1e-11
assert np.allclose(matrix_moduli(M), [K_V, G_V], atol=1e-12)

# the plain 36-entry fit: K right, G frame dependent with a known error
plain_here = plain_fit(C)
assert np.allclose(plain_fits[:, 0], K_V, atol=1e-11)
assert np.allclose(plain_fits[:, 1] - G_V, 9 / 11 * (G_V - mean_shears),
                   atol=1e-11)
assert np.ptp(plain_fits[:, 1]) > 1e-2

# uniform average over all rotations; this quadrature is exact at rank four
nodes, weights = np.polynomial.legendre.leggauss(4)
average = np.zeros_like(C)
for x, weight in zip(nodes, weights):
    for alpha in 2 * np.pi * np.arange(6) / 6:
        for gamma in 2 * np.pi * np.arange(6) / 6:
            r = Rotation.from_euler('ZYZ', [alpha, np.arccos(x), gamma])
            average += weight / 72 * rotate(C, r.as_matrix())
average_error = np.max(np.abs(average - K_V * DD - G_V * SHEAR))
assert average_error < 1e-11

# strongly anisotropic positive tensors: projection and Reuss ordering
for _ in range(50):
    root = rng.normal(size=(6, 6))
    strong = root @ root.T + 0.1 * np.eye(6)
    t = np.einsum('aij,ab,bkl->ijkl', BASIS, strong, BASIS)
    fit = full_fit(t)
    assert np.allclose(fit, voigt_moduli(voigt_from_tensor(t)), atol=1e-10)
    assert np.all(reuss_moduli(strong) <= fit)

# Reuss moduli and the second-order gap
M_iso = 3 * K_V * np.outer(h, h) + 2 * G_V * P
D = M - M_iso
K_R, G_R = reuss_moduli(M)
compliance = np.einsum('aij,ab,bkl->ijkl', BASIS, np.linalg.inv(M), BASIS)
fit_s = full_fit(compliance)
assert np.allclose([1 / (9 * fit_s[0]), 1 / (4 * fit_s[1])], [K_R, G_R],
                   rtol=1e-10)
mixed = np.sum((D @ h) ** 2)
deviatoric = np.sum((P @ D @ P) ** 2)
gap_formula = np.array([mixed / (6 * G_V),
                        (mixed / (3 * K_V) + deviatoric / (2 * G_V)) / 10])
t_small = 0.01
gap_small = np.array([K_V, G_V]) - reuss_moduli(M_iso + t_small * D)
# cubic terms are smaller by about t_small * |D| / (2 G_V), below one percent
assert np.allclose(gap_small / t_small**2, gap_formula, rtol=0.01)


# residual stress: differentiate the Cauchy stress of a strained cell
def stress_strain_matrix(sigma0, step=1e-5):
    def cauchy(strain):
        F = I3 + strain
        lagrange = (F.T @ F - I3) / 2
        second_pk = sigma0 + np.tensordot(C, lagrange, 2)
        return F @ second_pk @ F.T / np.linalg.det(F)
    out = np.zeros((6, 6))
    for b in range(6):
        slope = (cauchy(step * BASIS[b]) - cauchy(-step * BASIS[b])) / (2 * step)
        out[:, b] = np.einsum('aij,ij->a', BASIS, slope)
    return out


sigma = np.array([[-0.10, 0.03, 0.00],
                  [0.03, -0.02, 0.02],
                  [0.00, 0.02, -0.06]])
pressure = -np.trace(sigma) / 3
stressed = stress_strain_matrix(sigma)
stress_shift = matrix_moduli(stressed) - [K_V, G_V]
assert np.allclose(stress_shift, [pressure / 3, -pressure], atol=1e-6)
traceless = stress_strain_matrix(sigma + pressure * I3)
assert np.allclose(matrix_moduli(traceless), [K_V, G_V], atol=1e-6)
assert np.max(np.abs(traceless - traceless.T)) > 1e-3


# relaxed random spring networks: scatter of the moduli from cell to cell
def network_matrix(count=64, box=4.0, core=0.75, cutoff=1.5):
    points = np.empty((0, 3))
    while len(points) < count:
        trial = rng.uniform(0, box, 3)
        d = points - trial
        d -= box * np.round(d / box)
        if np.all(np.sum(d * d, axis=1) > core**2):
            points = np.vstack([points, trial])
    i, j = np.triu_indices(count, 1)
    d = points[j] - points[i]
    d -= box * np.round(d / box)
    length = np.linalg.norm(d, axis=1)
    keep = length < cutoff
    i, j, d, length = i[keep], j[keep], d[keep], length[keep]
    n = d / length[:, None]
    moves = np.zeros((len(i), count, 3))
    bonds = np.arange(len(i))
    moves[bonds, j] = n
    moves[bonds, i] = -n
    moves = moves.reshape(len(i), -1)
    affine = length[:, None] * np.einsum('bi,aij,bj->ba', n, BASIS, n)
    relaxed = affine - moves @ np.linalg.lstsq(moves, affine, rcond=1e-10)[0]
    return relaxed.T @ relaxed / box**3


def remainder(m):
    k, g = matrix_moduli(m)
    return m - 3 * k * np.outer(h, h) - 2 * g * P


cell_count = 80
cells = np.array([network_matrix() for _ in range(cell_count)])
moduli = np.array([matrix_moduli(m) for m in cells])
rms_D = np.sqrt(np.mean([np.sum(remainder(m)**2) for m in cells]))
per_direction = np.array([1 / 3, 1 / (2 * np.sqrt(5))]) / np.sqrt(19)
scatter = moduli.std(axis=0, ddof=1)
scatter_ratio = scatter / (rms_D * per_direction)
mean_remainder = np.linalg.norm(remainder(cells.mean(axis=0))) / rms_D
# the equal-fluctuation rule is only claimed as an order of magnitude
assert np.all((scatter_ratio > 0.25) & (scatter_ratio < 4))
assert mean_remainder < 0.5

# sizes of neglected effects for the example
norm_D = np.linalg.norm(D)
sampling = norm_D * per_direction
expansion, temperature = 4e-5, 300.0
dK_dp, dG_dp = 7.0, 2.0
volume_strain = 3 * expansion * temperature
thermal = -K_V * volume_strain * np.array([dK_dp, dG_dp])
young = 9 * K_V * G_V / (3 * K_V + G_V)
poisson = (3 * K_V - 2 * G_V) / (2 * (3 * K_V + G_V))

for a in range(6):
    print(f"input C row {a + 1} (GPa):", " ".join(f"{x:6.2f}" for x in C_voigt[a]))
print(f"sum C11+C22+C33: {np.trace(C_voigt[:3, :3]):.2f} GPa")
print(f"sum C12+C13+C23: {np.triu(C_voigt[:3, :3], 1).sum():.2f} GPa")
print(f"sum C44+C55+C66: {np.trace(C_voigt[3:, 3:]):.2f} GPa")
print(f"smallest eigenvalue of M: {eigenvalues[0]:.3f} GPa")
print(f"dimension of isotropic subspace: {invariant_dimension}")
print(f"K_V: {K_V:.4f} GPa")
print(f"G_V: {G_V:.4f} GPa")
print(f"Young's modulus from K_V, G_V: {young:.3f} GPa")
print(f"Poisson's ratio from K_V, G_V: {poisson:.4f}")
print(f"norm of D: {norm_D:.4f} GPa")
print(f"norm of D / norm of M: {100 * norm_D / np.linalg.norm(M):.2f} %")
print(f"number of random frames: {len(rotations)}")
print(f"largest error of full fit over frames: {frame_error:.1e} GPa")
print(f"largest error of rotation average: {average_error:.1e} GPa")
print(f"plain 36-entry fit, given frame, K: {plain_here[0]:.4f} GPa")
print(f"plain 36-entry fit, given frame, G: {plain_here[1]:.4f} GPa")
print(f"plain fit G, lowest over frames: {plain_fits[:, 1].min():.4f} GPa")
print(f"plain fit G, highest over frames: {plain_fits[:, 1].max():.4f} GPa")
print(f"K_R: {K_R:.4f} GPa")
print(f"G_R: {G_R:.4f} GPa")
print(f"K_V - K_R, exact: {K_V - K_R:.5f} GPa")
print(f"K_V - K_R, second order: {gap_formula[0]:.5f} GPa")
print(f"G_V - G_R, exact: {G_V - G_R:.5f} GPa")
print(f"G_V - G_R, second order: {gap_formula[1]:.5f} GPa")
for a in range(3):
    print(f"input residual stress row {a + 1} (GPa):",
          " ".join(f"{x:5.2f}" for x in sigma[a]))
print(f"residual pressure: {pressure:.3f} GPa")
print(f"shift of K by residual stress: {stress_shift[0]:+.4f} GPa")
print(f"shift of G by residual stress: {stress_shift[1]:+.4f} GPa")
print(f"sampling error estimate, K: {sampling[0]:.3f} GPa")
print(f"sampling error estimate, G: {sampling[1]:.3f} GPa")
print(f"spring networks: {cell_count} cells of 64 nodes")
print(f"network scatter of K / mean K: {100 * scatter[0] / moduli[:, 0].mean():.1f} %")
print(f"network scatter of G / mean G: {100 * scatter[1] / moduli[:, 1].mean():.1f} %")
print(f"network scatter / estimate, K: {scatter_ratio[0]:.2f}")
print(f"network scatter / estimate, G: {scatter_ratio[1]:.2f}")
print(f"norm of D of mean network / rms single-cell norm: {mean_remainder:.2f}")
print(f"assumed linear expansion: {expansion:.1e} 1/K")
print(f"assumed temperature: {temperature:.0f} K")
print(f"assumed dK/dp and dG/dp: {dK_dp:.1f} and {dG_dp:.1f}")
print(f"thermal volume strain: {100 * volume_strain:.2f} %")
print(f"thermal shift of K: {thermal[0]:+.2f} GPa ({100 * thermal[0] / K_V:+.0f} %)")
print(f"thermal shift of G: {thermal[1]:+.2f} GPa ({100 * thermal[1] / G_V:+.0f} %)")
print("done: every assertion held")
```

Running it gives:

```
input C row 1 (GPa):  14.60   6.90   6.30   0.20  -0.30   0.10
input C row 2 (GPa):   6.90  13.50   6.50  -0.10   0.20   0.30
input C row 3 (GPa):   6.30   6.50  14.20   0.10  -0.20  -0.20
input C row 4 (GPa):   0.20  -0.10   0.10   3.30   0.10  -0.10
input C row 5 (GPa):  -0.30   0.20  -0.20   0.10   3.60   0.20
input C row 6 (GPa):   0.10   0.30  -0.20  -0.10   0.20   3.50
sum C11+C22+C33: 42.30 GPa
sum C12+C13+C23: 19.70 GPa
sum C44+C55+C66: 10.40 GPa
smallest eigenvalue of M: 6.183 GPa
dimension of isotropic subspace: 2
K_V: 9.0778 GPa
G_V: 3.5867 GPa
Young's modulus from K_V, G_V: 9.508 GPa
Poisson's ratio from K_V, G_V: 0.3254
norm of D: 1.8900 GPa
norm of D / norm of M: 5.97 %
number of random frames: 400
largest error of full fit over frames: 1.6e-14 GPa
largest error of rotation average: 6.2e-15 GPa
plain 36-entry fit, given frame, K: 9.0778 GPa
plain 36-entry fit, given frame, G: 3.6848 GPa
plain fit G, lowest over frames: 3.4353 GPa
plain fit G, highest over frames: 3.6993 GPa
K_R: 9.0655 GPa
G_R: 3.5442 GPa
K_V - K_R, exact: 0.01228 GPa
K_V - K_R, second order: 0.01280 GPa
G_V - G_R, exact: 0.04250 GPa
G_V - G_R, second order: 0.04312 GPa
input residual stress row 1 (GPa): -0.10  0.03  0.00
input residual stress row 2 (GPa):  0.03 -0.02  0.02
input residual stress row 3 (GPa):  0.00  0.02 -0.06
residual pressure: 0.060 GPa
shift of K by residual stress: +0.0200 GPa
shift of G by residual stress: -0.0600 GPa
sampling error estimate, K: 0.145 GPa
sampling error estimate, G: 0.097 GPa
spring networks: 80 cells of 64 nodes
network scatter of K / mean K: 4.3 %
network scatter of G / mean G: 5.1 %
network scatter / estimate, K: 1.71
network scatter / estimate, G: 1.69
norm of D of mean network / rms single-cell norm: 0.14
assumed linear expansion: 4.0e-05 1/K
assumed temperature: 300 K
assumed dK/dp and dG/dp: 7.0 and 2.0
thermal volume strain: 3.60 %
thermal shift of K: -2.29 GPa (-25 %)
thermal shift of G: -0.65 GPa (-18 %)
done: every assertion held
```
